# Energy Difference Needed to Align Two-Dimensional Crystal Islands at 1200 K: a program that tests the result

```python
"""
Result under test: crystal islands (nuclei) of a 2D material have two antiparallel
orientations of equal weight. In equilibrium at temperature T, a favoured
fraction p requires the energy difference per island
    gap = k T ln(p / (1 - p)).
For p = 0.99 and T = 1200 K this is about 0.48 eV.
Symbols: kT thermal energy (eV), gap energy difference per island (eV),
misaligned = fraction of islands in the unfavoured orientation.
The program also sizes effects that the ideal two-state model leaves out.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

k_ev = k_joule / charge
temperature = 1200.0
target = 0.99
kT = k_ev * temperature


def required_gap(fraction):
    return kT * np.log(fraction / (1 - fraction))


def bath_odds(energy, oscillators=10**6, quanta_taken=48):
    """Unfavoured/favoured odds from counting states of an oscillator bath.

    The bath has q quanta shared by M oscillators: C(q+M-1, q) states.
    Its temperature fixes q through d ln(states)/dE = 1/kT,
    that is ln((q+M)/q) = quantum/kT for a large bath.
    """
    quantum = energy / quanta_taken
    q = round(oscillators / np.expm1(quantum / kT))
    left = q - np.arange(quanta_taken)
    return np.exp(np.sum(np.log(left / (left + oscillators - 1))))


def state_fraction(energies):
    """Probability of the first state in an explicit list of states."""
    weights = np.exp(-np.array(energies) / kT)
    return weights[0] / weights.sum()


gap = required_gap(target)

# Boltzmann population from state counting; finite bath shifts odds by about 1e-5
for fraction in (0.90, 0.99, 0.999):
    odds = bath_odds(required_gap(fraction))
    assert abs(odds / ((1 - fraction) / fraction) - 1) < 1e-4
counted_fraction = 1 / (1 + bath_odds(gap))
assert abs(gap - 0.48) < 0.01

# Other reading of alignment: population difference equal to the target
gap_difference = kT * np.log((1 + target) / (1 - target))
root = brentq(lambda x: 2 * state_fraction([0, x]) - 1 - target, 0.1, 2)
assert abs(root - gap_difference) < 1e-8

# Island size if a substrate step supplies the energy difference
step_coupling = 0.10   # eV per nm of edge, round model choice
lattice = 0.316        # nm, rough value for MoS2
edge = gap / step_coupling
units = edge**2 / (2 * lattice**2)
triangle_area = 0.5 * edge * edge * np.sin(np.pi / 3)
cell_area = np.linalg.det(lattice * np.array([[1, 0], [0.5, np.sqrt(0.75)]]))
assert abs(units - triangle_area / cell_area) < 1e-8

# Unequal weights: unfavoured orientation has two equivalent placements
weight_ratio = 2
gap_weight = gap + kT * np.log(weight_ratio)
assert abs(state_fraction([0] + [gap_weight] * weight_ratio) - target) < 1e-12
fraction_weight = state_fraction([0] + [gap] * weight_ratio)

# Temperature error at fixed gap
temperature_error = 50.0
mis_cold, mis_hot = [
    1 / (1 + np.exp(gap / (k_ev * (temperature + d))))
    for d in (-temperature_error, temperature_error)]
assert mis_cold < 1 - target < mis_hot

# Spread of island size gives a Gaussian spread of the gap
spread = 0.20


def mean_misaligned(mean_gap):
    def integrand(z):
        density = np.exp(-z * z / 2) / np.sqrt(2 * np.pi)
        return density / (1 + np.exp(mean_gap * (1 + spread * z) / kT))
    return quad(integrand, -10, 10, epsabs=1e-12, limit=200)[0]


mis_spread = mean_misaligned(gap)
m, s = gap / kT, spread * gap / kT
upper = np.exp(-m + s**2 / 2)
lower = upper - np.exp(-2 * m + 2 * s**2)
assert lower < mis_spread < upper
assert mis_spread > 1 - target
gap_spread = brentq(lambda x: mean_misaligned(x) - (1 - target), 0.3, 1.0)
assert gap_spread > gap

# Two further orientations above the favoured one
extra_energy = 0.60
fraction_extra = state_fraction([0, gap, extra_energy, extra_energy])
gap_extra = -kT * np.log(1 / target - 1 - 2 * np.exp(-extra_energy / kT))
assert abs(state_fraction([0, gap_extra, extra_energy, extra_energy])
           - target) < 1e-12

# Relaxation from equal populations over a barrier seen from the unfavoured side
attempt_rate = 1e13
window = 1.0
excess = 0.001


def misaligned_after_window(barrier):
    to_favoured = attempt_rate * np.exp(-barrier / kT)
    to_unfavoured = attempt_rate * np.exp(-(barrier + gap) / kT)
    rates = np.array([[-to_unfavoured, to_favoured],
                      [to_unfavoured, -to_favoured]])
    return (expm(rates * window) @ np.array([0.5, 0.5]))[1]


relaxation_number = np.log((0.5 - (1 - target)) / excess)
max_barrier = kT * np.log(attempt_rate * window / (target * relaxation_number))
assert abs(misaligned_after_window(max_barrier) - (1 - target + excess)) < 1e-8
barriers = (3.0, 3.2)
mis_barriers = [misaligned_after_window(b) for b in barriers]
assert 1 - target < mis_barriers[0] < mis_barriers[1] < 0.5
room = 300.0
room_time = np.exp(max_barrier / (k_ev * room)) / attempt_rate
assert room_time > 1e20 * window

print(f"temperature: {temperature:.0f} K")
print(f"target favoured fraction: {target:.2f}")
print(f"Boltzmann constant: {k_ev:.6e} eV/K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"odds favoured to unfavoured: {target / (1 - target):.1f}")
print(f"logarithm of odds: {np.log(target / (1 - target)):.4f}")
print(f"required energy difference per island: {gap:.4f} eV")
print(f"same, per mole of islands: {gap * charge * 6.02214076e23 / 1000:.1f} kJ/mol")
print(f"favoured fraction from bath counting: {counted_fraction:.6f}")
for fraction in (0.90, 0.999):
    print(f"energy difference for fraction {fraction:.3f}: "
          f"{required_gap(fraction):.4f} eV")
print(f"kT ln 10: {kT * np.log(10):.4f} eV")
print(f"needed if population difference is {target:.2f}: {gap_difference:.4f} eV")
print(f"step coupling (chosen): {step_coupling:.2f} eV/nm")
print(f"edge length needed: {edge:.2f} nm")
print(f"lattice constant (rough): {lattice:.3f} nm")
print(f"formula units in triangular island: {units:.0f}")
print(f"energy difference per formula unit: {1000 * gap / units:.2f} meV")
print(f"weight ratio (chosen): {weight_ratio}")
print(f"favoured fraction with this ratio, same gap: {fraction_weight:.4f}")
print(f"extra energy kT ln(ratio): {kT * np.log(weight_ratio):.4f} eV")
print(f"energy difference needed with this ratio: {gap_weight:.4f} eV")
print(f"temperature error (chosen): {temperature_error:.0f} K")
print(f"misaligned fraction if colder by this error: {mis_cold:.5f}")
print(f"misaligned fraction if hotter by this error: {mis_hot:.5f}")
print(f"relative size spread (chosen): {spread:.2f}")
print(f"standard deviation of energy difference: {spread * gap:.4f} eV")
print(f"misaligned fraction with size spread: {mis_spread:.5f}")
print(f"lower and upper bounds on it: {lower:.5f}, {upper:.5f}")
print(f"mean energy difference needed with spread: {gap_spread:.4f} eV")
print(f"energy of two extra orientations (chosen): {extra_energy:.2f} eV")
print(f"favoured fraction with extra orientations: {fraction_extra:.4f}")
print(f"energy difference needed with them: {gap_extra:.4f} eV")
print(f"attempt rate (chosen): {attempt_rate:.1e} 1/s")
print(f"time available for turning (chosen): {window:.1f} s")
print(f"allowed excess misaligned fraction: {excess:.3f}")
print(f"relaxation times needed, ln(0.49/excess): {relaxation_number:.3f}")
print(f"highest barrier for near equilibrium: {max_barrier:.3f} eV")
for barrier, value in zip(barriers, mis_barriers):
    print(f"misaligned fraction for barrier {barrier:.1f} eV: {value:.4f}")
print(f"flip time at {room:.0f} K over highest barrier: {room_time:.1e} s")
print("done: every assertion held")
```

Running it gives:

```
temperature: 1200 K
target favoured fraction: 0.99
Boltzmann constant: 8.617333e-05 eV/K
thermal energy kT: 0.10341 eV
odds favoured to unfavoured: 99.0
logarithm of odds: 4.5951
required energy difference per island: 0.4752 eV
same, per mole of islands: 45.8 kJ/mol
favoured fraction from bath counting: 0.990000
energy difference for fraction 0.900: 0.2272 eV
energy difference for fraction 0.999: 0.7142 eV
kT ln 10: 0.2381 eV
needed if population difference is 0.99: 0.5474 eV
step coupling (chosen): 0.10 eV/nm
edge length needed: 4.75 nm
lattice constant (rough): 0.316 nm
formula units in triangular island: 113
energy difference per formula unit: 4.20 meV
weight ratio (chosen): 2
favoured fraction with this ratio, same gap: 0.9802
extra energy kT ln(ratio): 0.0717 eV
energy difference needed with this ratio: 0.5468 eV
temperature error (chosen): 50 K
misaligned fraction if colder by this error: 0.00820
misaligned fraction if hotter by this error: 0.01199
relative size spread (chosen): 0.20
standard deviation of energy difference: 0.0950 eV
misaligned fraction with size spread: 0.01490
lower and upper bounds on it: 0.01486, 0.01541
mean energy difference needed with spread: 0.5271 eV
energy of two extra orientations (chosen): 0.60 eV
favoured fraction with extra orientations: 0.9841
energy difference needed with them: 0.5694 eV
attempt rate (chosen): 1.0e+13 1/s
time available for turning (chosen): 1.0 s
allowed excess misaligned fraction: 0.001
relaxation times needed, ln(0.49/excess): 6.194
highest barrier for near equilibrium: 2.908 eV
misaligned fraction for barrier 3.0 eV: 0.0486
misaligned fraction for barrier 3.2 eV: 0.3494
flip time at 300 K over highest barrier: 7.1e+35 s
done: every assertion held
```
